# Scalar diffusion in a sealed couple creates no new composition extrema

A sealed copper–nickel couple, 60 µm long and built from six layers, starts with two interior maxima and two interior minima of the copper fraction. In a diffusion model at 1273 K one maximum and one minimum are lost after 0.17 h, the remaining minimum goes after 4.4 h, and the last maximum after 10.3 h. The diffusivity differs by a factor of 25 between pure nickel and pure copper, and by about 13 between the extreme layers, yet at no sampled time does an additional extremum appear. The theorem below shows why none can.

## Setting and statement

Let $c(x,t)$ be the composition on $0\le x\le L$, with

$$c_t=(D\,c_x)_x,\qquad c_x(0,t)=c_x(L,t)=0 .$$

Subscripts denote partial derivatives. The diffusivity $D(c,x,t)$ is a smooth positive function. It may depend on position, and on time through a temperature programme. The form of the equation is itself an assumption about the material. If position dependence comes from traps, so that $c_t=(Dc)_{xx}$, the flux is $-D\,[c_x+c\,(\ln D)_x]$. This contains a fixed potential, and extrema can then form from a flat profile. The second condition seals the ends. The solution is assumed smooth for $0<t\le T$, with $c$ and $c_x$ continuous down to $t=0$. On the closed rectangle $Q=[0,L]\times[0,T]$ the composition is then bounded, so $D$ has a positive lower bound there and $D_t/D$ is bounded. Here $D_t$ and $D_c$ are derivatives of $D$ with respect to its own arguments.

An interior maximum is a change of the sign of $c_x$ from plus to minus as $x$ increases; an interior minimum is the opposite change. Points with $c_x=0$ between the two signs are skipped, so a flat-topped maximum counts once. End values do not count. Let $N(t)$ be the total number of sign changes.

**Theorem 1.** For $0\le t_1<t_2\le T$, $N(t_2)\le N(t_1)$. The number of interior maxima and the number of interior minima are also each non-increasing.

## The flux equation

**Lemma 1.** The flux $J=-D\,c_x$ vanishes at both ends and satisfies

$$J_t=D\,J_{xx}+D_c\,c_x\,J_x+\frac{D_t}{D}\,J .$$

*Proof.* The ends are sealed, so $J=0$ there. Differentiating at fixed $x$ gives

$$J_t=-(D_c\,c_t+D_t)\,c_x-D\,c_{xt}.$$

The diffusion equation reads $c_t=-J_x$, hence $c_{xt}=-J_{xx}$. Substitution gives

$$J_t=D_c\,c_x\,J_x-D_t\,c_x+D\,J_{xx}.$$

Since $c_x=-J/D$, the middle term is $(D_t/D)J$. $\square$

An explicit $x$-dependence of $D$ adds no term, because $x$ is held fixed in the differentiation. Since $D>0$, $J$ and $c_x$ have opposite signs and the same zeros. Extrema of $c$ can therefore be counted as sign changes of $J$, which obeys a linear equation once $c$ is regarded as known.

## Every sign region reaches the initial time

**Lemma 2.** Let $P$ be the set of points of $Q$ where $J>0$, and let $\Omega$ be a connected component of $P$. Then $\Omega$ contains a point with $t=0$. The same holds for the set where $J<0$.

*Proof.* Suppose $\Omega$ contains no point with $t=0$. Choose $\lambda$ larger than the maximum of $D_t/D$ on $Q$, and larger than zero, and set $v=e^{-\lambda t}J$. Then $v_t=e^{-\lambda t}J_t-\lambda v$, and Lemma 1 gives

$$v_t=D\,v_{xx}+D_c\,c_x\,v_x+\left(\frac{D_t}{D}-\lambda\right)v .$$

The closure of $\Omega$ is compact, so $v$ attains a maximum on it, at a point $p$. This maximum is positive because $v>0$ in $\Omega$. Hence $J>0$ at $p$, and $p$ belongs to $P$. A component of $P$ contains all its limit points that lie in $P$, so $p$ belongs to $\Omega$ itself.

The point $p$ is not at an end, where $J=0$, and by supposition it is not at $t=0$. Since $P$ is open relative to $Q$, nearby points at the same time lie in $\Omega$, and so do nearby points at slightly earlier times. Comparison with the former gives $v_x=0$ and $v_{xx}\le0$. Comparison with the latter gives $v_t\ge0$, which also holds if $p$ lies at $t=T$. But the right side of the equation for $v$ is then at most $(D_t/D-\lambda)v<0$. This is a contradiction. For $J<0$, apply the argument to $-J$, which obeys the same linear equation. $\square$

Physically, a stretch of material carrying flux to the right cannot appear between stretches carrying flux to the left. It must descend from a stretch that was there at the start.

## Proof of Theorem 1

Take $t_1$ as the new origin of time and $t_2$ as $T$. Suppose that at time $T$ there are points $x_0<x_1<\dots<x_n$ at which $c_x$ alternates in sign. Each $(x_i,T)$ lies in a component of $\{J>0\}$ or $\{J<0\}$. By Lemma 2 that component contains a point $(y_i,0)$. Relatively open connected subsets of a rectangle are path-connected, so a path inside the component joins the two points.

Consecutive paths lie in regions of opposite sign, so they cannot meet. If $y_{i+1}<y_i$, the endpoints of the two paths would alternate around the boundary of the rectangle, and two such paths in a rectangle must intersect. Also $y_i\ne y_{i+1}$, because the signs there differ. Hence

$$y_0<y_1<\dots<y_n ,$$

and $c_x(y_i,0)$ has the sign of $c_x(x_i,T)$. The initial profile therefore has at least $n$ sign changes, which proves the bound on $N$. Each change from plus to minus at time $T$ yields at least one such change between the corresponding $y_i$ and $y_{i+1}$. These intervals do not overlap except possibly at endpoints, so maxima are bounded separately, and so are minima. $\square$

The theorem was tested on smooth random profiles scaled to the range 0 to 1, with unit length and dimensionless time up to 0.05. A cosine-spectral method was used, which has no built-in preservation of signs. The extremum count fell from 8 to 0 for $D=e^{2c}$, from 4 to 0 for $D=e^{2c}(1+\tfrac12\cos\pi x)$, and from 7 to 0 for $D=e^{(2+\sin40t)c}(1+\tfrac12\cos\pi x)$. Neither maxima nor minima increased between sampled times. Slopes with $|J|<10^{-5}$ were ignored.

## Heights, flux bound and mergers

**Proposition 1.** At an interior extremum $x_*(t)$ with $c_{xx}\ne0$, the height $c_*(t)=c(x_*(t),t)$ obeys $dc_*/dt=D\,c_{xx}$. Such maxima fall and such minima rise.

*Proof.* Because $c_{xx}\ne0$, the implicit function theorem makes $x_*$ differentiable in time. The chain rule gives $dc_*/dt=c_t+c_x\,dx_*/dt=c_t$, since $c_x=0$. Expanding the diffusion equation,

$$c_t=D\,c_{xx}+(D_c\,c_x+D_x)\,c_x=D\,c_{xx}$$

at the extremum. $\square$

For $D=e^{2c}$ and the initial profile $0.5-0.4\cos2\pi x+0.1\cos\pi x$, the maximum at $t=10^{-3}$ changes at the rate $-52.639$, both from differences of its height and from $D\,c_{xx}$.

**Proposition 2.** If $D$ has no explicit time dependence, $\max_x|J|$ does not increase. The count that ignores all slopes with $|J|\le\theta$, for a fixed $\theta>0$, does not increase either.

*Proof.* With $D_t=0$ the equation for $J$ has no term proportional to $J$, so $J-\theta$ obeys it too. At the ends $J-\theta=-\theta<0$. The proof of Lemma 2 then applies to components of $\{J>\theta\}$, and likewise to $\{J<-\theta\}$, so each reaches $t=0$. Taking $\theta$ just above the initial maximum of $|J|$ leaves nothing for them to reach, which gives the first claim. The path argument gives the second. $\square$

**Remark: how a pair disappears.** Suppose a maximum and a minimum merge at $(x_m,t_m)$, with $J=J_x=0$ and $J_{xx}\ne0$ there. Since $c_x=0$ at that point, Lemma 1 reduces to $J_t=D\,J_{xx}$. To leading order, with $x-x_m$ of the order of $\sqrt{t_m-t}$,

$$J\simeq\tfrac12J_{xx}\left[(x-x_m)^2+2D(t-t_m)\right].$$

Before $t_m$ there are two zeros, separated by $2\sqrt{2D(t_m-t)}$. Afterwards there are none nearby. Positive $D$ fixes this direction of events.

## Layers with sharp interfaces

A layered couple starts with jumps, which the continuity assumption excludes. The result extends to them when $D=D(c)$.

**Theorem 2.** Let $D=D(c)>0$ be smooth and let the initial profile consist of finitely many constant layers, with $N_0$ interior extrema. Let $c$ be a bounded sealed solution, smooth for $t>0$, for which $\int_0^x c\,dx'$ tends in mean square to its initial form as $t\to0$. Then $N(t)\le N_0$ for every $t>0$, and maxima and minima are bounded separately.

*Proof.* Let $c_1$ and $c_2$ be two sealed solutions with equal total content. Define $W(x,t)=\int_0^x(c_1-c_2)\,dx'$ and $\Phi'(c)=D(c)$. Then $D\,c_x=\Phi(c)_x$. Integrating the difference of the two diffusion equations from the sealed end at 0 gives

$$W_t=\left[\Phi(c_1)-\Phi(c_2)\right]_x .$$

Here $W=0$ at $x=0$ by definition and at $x=L$ by equal content. Integration by parts therefore leaves no boundary term:

$$\frac{d}{dt}\,\frac12\int_0^LW^2dx=-\int_0^L(c_1-c_2)\left[\Phi(c_1)-\Phi(c_2)\right]dx\le0 .$$

The sign follows because $\Phi$ is increasing.

Now replace every jump by a smooth monotone ramp of width $\varepsilon$, antisymmetric about the jump so that the content is unchanged. The ramps add no extremum. Standard existence theory for uniformly parabolic equations supplies a smooth solution $c^\varepsilon$, and Theorem 1 bounds its count by $N_0$. The initial $W$ between $c^\varepsilon$ and $c$ is at most $\varepsilon$ times the sum of the jump heights. By the inequality, applied from a small positive time that is then sent to zero, $W\to0$ in mean square at each later time as $\varepsilon\to0$.

Suppose $c(\cdot,t)$ has $n$ sign changes of slope. Then there are $n+2$ ordered points between which $c$ alternately rises and falls: one near each outer end of the pattern, and one at each of the $n$ extrema. Averages of $c$ over small enough intervals around these points alternate in the same way. The average of $c^\varepsilon-c$ over $[a,b]$ equals, up to sign, $[W(b)-W(a)]/(b-a)$. Along a sequence $\varepsilon\to0$ this tends to zero for almost all $a$ and $b$, so suitable intervals exist. For small $\varepsilon$ the averages of $c^\varepsilon$ alternate too, and its slope has at least $n$ sign changes in the same order. Hence $n\le N_0$, with the separate bounds for maxima and minima. $\square$

For $D=e^{2c}$ and two smooth profiles of mean 0.5, the root-mean-square $W$ fell from 0.0408 to 0.000158 by dimensionless time 0.05, decreasing at every sampled time.

## The copper–nickel couple

Let $c$ be the copper atomic fraction and take $D=D_0e^{bc}$, with $D_0=0.002$ µm²/s at pure nickel and 0.05 µm²/s at pure copper. Thus $b=\ln25$. The layer boundaries are at 0, 12, 20, 26, 32, 44 and 60 µm, and the layer fractions are 0.1, 0.9, 0.4, 0.7, 0.1 and 0.3. The mean fraction is

$$\frac{1.2+7.2+2.4+4.2+1.2+4.8}{60}=0.350,$$

where $D=0.002\times25^{0.35}=0.00617$ µm²/s.

At 0.10 h the extrema are a maximum of 0.743, a minimum of 0.522, a maximum of 0.584 and a minimum of 0.100. At 0.50 h there remain a maximum of 0.602 and a minimum of 0.138. Proposition 1 identifies the survivors. The maximum of 0.602 cannot have come from 0.584, since maxima fall, and the minimum of 0.138 cannot have come from 0.522, since minima rise. The inner pair merged. At 0.10 h it was 4.2 µm apart. A loss time that rounds to 0.17 h lies 234 to 270 s later. With $D\simeq0.012$ µm²/s at the composition between them, the merger formula gives 4.7 to 5.1 µm, 13 to 21% above the computed separation. It is a leading-order formula used some way from its limit.

The other two losses are single, so they occur through the ends. The slope pattern plus, minus, plus first loses its right-hand member and then its left-hand one. The last loss can be estimated from the two slowest modes about the mean composition. With $\vartheta=\pi x/L$,

$$c-0.350\simeq a_1\cos\vartheta+a_2\cos2\vartheta,$$

$$c_x\simeq-\frac{\pi}{L}\sin\vartheta\,(a_1+4a_2\cos\vartheta).$$

The interior extremum sits at $\cos\vartheta=-a_1/(4a_2)$. The amplitudes decay as $e^{-t/\tau}$ and $e^{-4t/\tau}$, with $\tau=L^2/(\pi^2D)=3600/(9.87\times0.00617)$ s $=16.4$ h, so this cosine grows as $e^{3t/\tau}$. At 5.98 h the maximum is at 20.1 µm, where $\cos\vartheta=0.495$. It reaches the end when the cosine is 1, after a further $(16.4/3)\ln(1/0.495)=3.8$ h. The estimate is 9.8 h, 5% below the computed 10.3 h.

At 50 h the profile is monotone, from 0.353 at the left end to 0.347 at the right. Complete loss is not guaranteed by the theorem. If the initial profile is symmetric about the middle and $D=D(c)$, the solution stays symmetric and, while it is not uniform, keeps at least one interior extremum.

The loss times fell in the same sampling intervals, 0.8% wide, with 300 and 600 cells. Fluxes below $10^{-8}$ µm/s were ignored in the count, so the losses through the ends register early: at 4.41 h and 10.24 h with this floor, against 4.43 h and 10.30 h without it. The loss at 0.17 h is unaffected. The finite-volume fluxes used here obey a discrete form of Lemma 1, so this run illustrates the theorem; the spectral runs test it.

## Where the theorem stops

Each of the following changes was computed in dimensionless form, and each produces new extrema.

- **A coupled second component.** Let $c_{2,t}=0.5\,c_{2,xx}+0.2\,c_{1,xx}$ and $c_{1,t}=c_{1,xx}$. Both eigenvalues of the diffusivity matrix are positive. A flat $c_2$ beside a step in $c_1$ smoothed as $\mathrm{erf}[(x-\tfrac12)/0.05]$ acquires two extrema, with a height of 0.0231 of that step at $t=0.002$; for a sharp step the height is 0.033. The flux of component 2 no longer vanishes where its own slope does.
- **A fixed potential.** For $J=-(c_x+cV_x)$ and $V=\tfrac12\cos2\pi x$, a flat profile $c=1$ starts with $c_t=V_{xx}=-2\pi^2\cos2\pi x$. This is positive in the middle, and one maximum forms.
- **Driven open ends.** The wave $\mathrm{Re}\,e^{-(1+i)x+2it}$ solves $c_t=c_{xx}$. On $0\le x\le4$ its count varies between 1 and 2, because extrema enter through the boundary.
- **Gradient energy.** For $c_t=c_{xx}-10^{-4}c_{xxxx}$ a monotone step smoothed as $\mathrm{erf}[(x-\tfrac12)/0.002]$ has 12 extrema at $t=6\times10^{-6}$, ignoring slopes below $10^{-6}$ of the largest. The fourth-order equation has no maximum principle of the kind used here.

## The real couple

The diffusivities above are rough typical values for copper–nickel near 1273 K. With a miscibility gap closing at roughly 600 K, a regular-solution estimate of the smallest thermodynamic factor is $1-600/1273=0.53$, so $D>0$ is reasonable. A gradient-energy length of 0.3 nm is one hundredth of $\sqrt{Dt}$ after 0.45 s, even at the nickel-side diffusivity. For constant molar volumes of roughly 7.1 and 6.6 cm³/mol, volume fraction and atomic fraction differ by at most 0.018, and one is an increasing function of the other, so the conversion preserves the count. With unequal molar volumes it is the volume fraction that obeys the scalar equation; solved in that form with $D$ the same function of the atomic fraction, the couple loses its extrema in the same order, and the last loss comes about 4.5% later. If instead $c$ in $D_0e^{bc}$ is read as the volume fraction, the order is again the same and the last loss comes about 1% earlier. If the intrinsic diffusivities differ by half of $D$, the largest Kirkendall shift is estimated at 1.9 µm from the content crossing a fixed plane, and is 1.8 µm for a marker followed along its path; pores formed in the process would violate the model. A further correction comes from grain boundaries. For width 0.5 nm, grain size 50 µm and a diffusivity ratio of $10^4$, all rough, they add $2\times0.0005/50\times10^4=20\%$ to lattice transport for grains of square cross-section, and half of that for a single family of parallel boundaries. These are upper values at this grain size, reached only when the composition is uniform across each grain. They scale inversely with the grain size: for 6 µm grains, the thickness of the thinnest layers, the first figure becomes $2\times0.0005/6\times10^4\simeq170\%$, and boundaries are no longer a correction. If $D$ were merely multiplied by 1.2, the last loss would move from 10.3 h to 8.6 h. For a variation $\cos kx$ along the couple, the drain along a boundary of width $\delta$ and diffusivity $D_{gb}$ compares with the lateral supply from a grain of size $d$ as $\delta(D_{gb}/D)k^2d/4$. For 50 µm grains this is 0.17 at $k=\pi/60$ µm$^{-1}$ and 17 at $k=\pi/6$ µm$^{-1}$. For the slow modes the boundaries therefore do not hold the composition beside them fixed; on the scale of the 6 µm layers they come much closer to doing so and fall well short of the upper value. For the slow modes the slowest lateral difference has about the period of the grain structure, $\cos(2\pi y/d)$ with $y$ the lateral coordinate and $d=50$ µm, and a time constant of about $50^2/(4\pi^2\times0.00617)$ s $\simeq2.9$ h. This is far longer than the first loss time and not negligible beside the other two, so a laterally averaged profile need not obey a one-dimensional scalar equation.

For the inversion of measured profiles, the theorem gives a condition that precedes any fit. Suppose a sealed couple is measured after two annealing times, with a spatial resolution fine enough to show every feature of the earlier profile. If the later profile then has an extra extremum larger than the measurement error, no smooth positive $D(c,x,t)$ in the scalar equation can reproduce it. Without that resolution the rule can fail, because fine structure averaged out in the first measurement may become visible in the second. For comparison with a sharply layered starting profile, Theorem 2 excludes every smooth positive $D(c)$. One of the assumptions has failed, and the list above gives candidates. The converse does not hold: a non-increasing count does not establish scalar diffusion. In the coupled system above, let both components start as the same monotone step, and let $u(x,t)$ solve $u_t=u_{xx}$ from that step. Then $c_1=u(x,t)$ and $c_2=0.6\,u(x,t/2)+0.4\,u(x,t)$, and both stay monotone. The numerical output gives the positions and heights of the extrema at the intermediate times.

## Computed values

```
flux equation: largest defect = 1.7e-10 (dimensionless)
spectral run D(c): interior extrema 8 -> 0, max|J| 42.43 -> 0.2131 (dimensionless)
spectral run D(c,x): interior extrema 4 -> 0, max|J| 23.47 -> 0.0393 (dimensionless)
spectral run D(c,x,t): interior extrema 7 -> 0, max|J| 34.63 -> 0.0444 (dimensionless)
rate of a maximum: measured -52.639, D c_xx -52.639 (dimensionless)
norm of W: 0.0408 -> 0.000158 (dimensionless)
coupled flat component: extrema 0 -> 2, height 0.0231 of the first component's step
fixed potential, flat start: extrema 0 -> 1
driven open ends: extrema vary between 1 and 2
gradient-energy term: extrema 0 -> 12
Cu-Ni couple: T = 1273 K, length = 60 um
D at Ni end = 0.002 um^2/s, at Cu end = 0.05 um^2/s (rough)
layer edges (um): 0 12 20 26 32 44 60
layer Cu fractions: 0.1 0.9 0.4 0.7 0.1 0.3
mean Cu fraction = 0.350, D there = 0.00617 um^2/s
start: 2 interior maxima, 2 interior minima
loss at 0.17 h: maxima 2 -> 1, minima 2 -> 1
loss at 4.42 h: maxima 1 -> 1, minima 1 -> 0
loss at 10.23 h: maxima 1 -> 0, minima 0 -> 0
largest change of loss times between grids = 0.0 %
t = 0.10 h: max 0.743 at 16.6 um; min 0.522 at 24.0 um; max 0.584 at 28.2 um; min 0.100 at 38.4 um
t = 0.50 h: max 0.602 at 19.5 um; min 0.138 at 39.7 um
t = 2.00 h: max 0.481 at 20.9 um; min 0.248 at 44.6 um
t = 5.98 h: max 0.393 at 20.1 um
t = 50 h: Cu fraction 0.353 at left end, 0.347 at right end
grain boundaries: width 0.5 nm, grain 50 um, D_gb/D = 1e+04 (rough)
grain-boundary share relative to lattice transport = 20 %
time for lateral mixing across half a grain = 28 h
Kirkendall shift for intrinsic difference 0.5 D = 1.9 um
molar volumes 7.1 and 6.6 cm^3/mol (rough): volume and atomic fraction differ by at most 0.018
smallest thermodynamic factor (gap top 600 K, rough) = 0.53
gradient-energy length 0.3 nm: sqrt(Dt) is 100 times larger after 0.45 s
```
